# A Vineyard prefactor from log-determinants in a periodic supercell

## What the answer must look like

An atom in a crystal hops from one site to a neighbouring one at a rate $\Gamma=\nu\,e^{-\Delta E/kT}$, where $\Delta E$ is the energy of the saddle above the minimum. Let the motion be classical, and let the energy be quadratic near both points. Scaling then restricts $\nu$.

Multiply every mass by $c$. The trajectories through given points keep their shape but take $\sqrt c$ times as long at the same energy, so $\nu$ falls by $\sqrt c$. Next, change the temperature. In a quadratic well all displacements scale as $\sqrt{kT}$ and all velocities do too, so times do not change and $\nu$ cannot contain $kT$. What remains is one power of frequency, built from the force constants and masses. A ratio of $n$ frequencies at the minimum to $n-1$ at the saddle has this form, the missing one belonging to the direction of escape.

Translation symmetry fixes $n$. In a periodic cell of $N$ atoms a rigid shift costs no energy, so three frequencies vanish at either point and $n=3N-3$. Rotations are not removed: turning the atoms inside a fixed cell changes the energy.

The obvious program computes both Hessians by finite differences, takes their determinants and divides. Both determinants are zero for the exact Hessians, one factor of frequency is missing, and nothing shows that the second point is a saddle of the right kind. Each fault dictates a part of the sound scheme.

## The missing frequency

Use mass-weighted coordinates $y_i=\sqrt{m_i}\,x_i$, in which the kinetic energy is $\tfrac12|\dot y|^2$. The Hessian becomes

$$D=M^{-1/2}HM^{-1/2},\qquad H_{ij}=\frac{\partial^2U}{\partial x_i\partial x_j},$$

with $M$ the diagonal matrix of masses. Its eigenvalues $\lambda$ are squared angular frequencies. At the saddle one of them, $\lambda_-$, is negative, with unit eigenvector $e$. Take as dividing surface the plane through the saddle $y^\ddagger$ normal to $e$,

$$s=e\cdot(y-y^\ddagger)=0 .$$

Transition-state theory counts every outward crossing of this plane as a completed hop:

$$\Gamma=\frac{\langle\delta(s)\,\dot s\,\theta(\dot s)\rangle}{\langle 1\rangle_{\rm basin}} .$$

Here $\theta$ is the unit step and the averages are thermal. Since $e$ has unit length, $\dot s$ is a Gaussian variable of variance $kT$, and the velocity average is

$$\frac{1}{\sqrt{2\pi kT}}\int_0^\infty v\,e^{-v^2/2kT}dv=\frac{kT}{\sqrt{2\pi kT}}=\sqrt{\frac{kT}{2\pi}} .$$

Now the positions. The vector $e$ is orthogonal to the translations, because eigenvectors of a symmetric matrix with different eigenvalues ($\lambda_-$ and $0$) are orthogonal. A rigid shift therefore stays in the plane. The integral over the centre of mass gives the same volume in numerator and denominator and cancels.

Each remaining direction gives $\int e^{-\lambda q^2/2kT}dq=\sqrt{2\pi kT/\lambda}$. There are $3N-4$ such factors in the plane and $3N-3$ in the basin:

$$\Gamma=\sqrt{\frac{kT}{2\pi}}\;\frac{1}{\sqrt{2\pi kT}}\left[\frac{\prod_{i=1}^{3N-3}\lambda_i^{\rm min}}{\prod_{j=1}^{3N-4}\lambda_j^{\rm sad}}\right]^{1/2}e^{-\Delta E/kT}.$$

The two leading factors combine to $1/2\pi$, and $kT$ drops out as the scaling argument required. Write $\det'$ for a determinant without the three translations. At the saddle it contains $\lambda_-$, so the product of the positive eigenvalues is $|\det'D_{\rm sad}|/|\lambda_-|$. Hence

$$\boxed{\;\nu=\frac{1}{2\pi}\left[\frac{|\lambda_-|\,\det{}'D_{\rm min}}{|\det{}'D_{\rm sad}|}\right]^{1/2}}$$

This is the rate through one saddle; equivalent exits add. The factor $|\lambda_-|$ is the frequency that the plain ratio of determinants lacks.

A small system shows how the formula is approached. Put three atoms of masses 1, 2 and 5 on a ring, with

$$U=-\cos(x_1-x_2)-3\cos(x_2-x_3)-0.4\cos(x_1-x_3+0.8)$$

in dimensionless units with $k=1$. There is one translation. The determinants give $\nu=0.219118$. Direct quadrature of the flux definition, with the Boltzmann factor of the barrier divided out, gives 0.999027 of this at $kT=0.010$ and 0.999514 at $kT=0.005$. The deficit halves with the temperature, as a leading anharmonic correction should.

## The zero that becomes noise

The three translations are the columns of a matrix $T$. For each Cartesian direction the entry of atom $i$ is $\sqrt{m_i/M_{\rm tot}}$, with $M_{\rm tot}$ the total mass, so the columns are orthonormal. They are null vectors of $D$: $M^{-1/2}$ turns $\sqrt{m_i}$ into a uniform displacement, which $H$ annihilates. With unequal masses, a uniform vector would be the wrong one to project from $D$. It changes each $\det'$ by the same mass-dependent factor, which cancels in the ratio, so $\nu$ is affected only through $\lambda_-$; in the metal cell below with a hopping atom of 10 u the change is 0.2%.

In a computed Hessian the zeros become small numbers of either sign. For the metal cell described below they are $-1.1$, $-5.8$ and $9.0$ at the minimum and $-2.8$, $4.6$ and $8.2$ at the saddle, all in $10^{-14}$ eV/(nm² u). If they are left in, the prefactor is multiplied by

$$\left[\frac{1.1\times5.8\times9.0}{2.8\times4.6\times8.2}\right]^{1/2}\approx0.74 ,$$

which turns 4.27 THz into 3.16 THz. The wrong value looks reasonable, yet the factor is a ratio of rounding errors. (These values are for a difference step of $10^{-4}$ nm; at $0.004$ nm truncation error takes over and all six become negative, about $-3$ to $-5\times10^{-11}$.) The noise also adds two negative eigenvalues at the minimum and one at the saddle, which spoils any count of unstable modes.

The remedy is to replace the unwanted block by a known one. With $P=1-TT^{\mathsf T}$, form

$$\tilde D=PDP+\mu\,TT^{\mathsf T},\qquad\mu>0 .$$

On the three columns of $T$ the first term vanishes and the second gives $\mu$. On the orthogonal space the second term vanishes and the first is the internal part of $D$. The matrix is block diagonal in this split, so $\det\tilde D=\mu^3\det{}'D$ and

$$\ln|\det{}'D|=\ln|\det\tilde D|-3\ln\mu .$$

Any positive $\mu$ serves. Twice the Frobenius norm of $PDP$ is convenient: no internal eigenvalue can exceed the norm, so the translations are the top three eigenvalues and cannot be confused with soft vibrations.

The logarithm is the safe way to hold such a determinant. In the example $\ln\det'D_{\rm min}=744.4$ in units of eV/(nm² u), so the determinant is about $10^{323}$, above the largest double-precision number, near $10^{308}$. The size depends on the unit: it is $10^{-313}$ in eV/(Å² u), and about $10^5$ in a unit ten times larger than eV/(nm² u), close to the geometric mean of the eigenvalues. A triangular factorization gives the logarithm as a sum over pivots and avoids the overflow.

## The sign that is not enough

The factorization also returns the sign of the determinant. With $n_-$ negative eigenvalues the sign is $(-1)^{n_-}$, so it reveals parity and no more. A point with three unstable directions has the sign of a true saddle, and one with two has the sign of a minimum. The ring provides an instance: its energy maximum has two negative eigenvalues and a positive determinant.

The scheme therefore counts the eigenvalues of $\tilde D$ and demands none negative at the minimum and one at the saddle. Since $\lambda_-$ is needed anyway, the diagonalization costs little extra thought. The count is local. That the saddle joins the intended minima must be established by descending from it on both sides.

## Where the masses go

Mass weighting seems to make every atom's mass matter. To see what survives, add a small multiple $\epsilon$ of the mass matrix to $H$:

$$\det(H+\epsilon M)=\det M\,\det(D+\epsilon)\;\to\;\det M\;\epsilon^3\det{}'D .$$

Evaluate the left side directly. Let $U_0$ hold the three uniform translations normalized to unit length, with entries $1/\sqrt N$. To leading order in $\epsilon$ the determinant is that of $H$ on its non-null space times that of $\epsilon\,U_0^{\mathsf T}MU_0=\epsilon(M_{\rm tot}/N)\,\mathbb 1$; the coupling between the blocks enters at higher order. Thus

$$\det{}'D=\frac{(M_{\rm tot}/N)^3}{\prod_i m_i^3}\,\det{}'H .$$

The mass factor is the same at minimum and saddle and cancels in the ratio. Masses enter $\nu$ through $|\lambda_-|^{1/2}$ alone. In the metal cell, replacing equal masses by random ones between 30 and 120 u changes the logarithm of the determinant ratio by $8\times10^{-12}$, which is rounding.

An isotope effect thus measures the unstable mode. If the mass $m_1$ of the hopping atom changes slightly, $M^{-1/2}$ changes on that atom by the relative amount $-\delta m_1/2m_1$. This factor stands on both sides of $H$, so first-order perturbation theory gives

$$\frac{\delta\lambda_-}{\lambda_-}=-\frac{\delta m_1}{m_1}|e_1|^2,\qquad
\frac{\delta\nu}{\nu}=-\frac{\delta m_1}{2m_1}|e_1|^2 ,$$

where $|e_1|^2$ is the hopping atom's share of the squared eigenvector. An atom moving alone against an infinitely heavy rigid lattice would have $|e_1|^2=1$; in a cell of $N$ equal masses, orthogonality to the translations caps it at $1-1/N$.

## The difference step

Let $g$ be the analytic gradient of $U$ and $\hat e_i$ a unit displacement of coordinate $i$. The central difference is

$$H_{ij}\approx\frac{g_j(x+h\hat e_i)-g_j(x-h\hat e_i)}{2h}=\frac{\partial g_j}{\partial x_i}+\frac{h^2}{6}\frac{\partial^3g_j}{\partial x_i^3}+\dots$$

Even terms cancel in the subtraction. Averaging with the transpose restores symmetry. Because $\delta\ln|\det'D|={\rm tr}(D^{-1}\delta D)$ on the internal space, and $\delta\lambda_-=e^{\mathsf T}\delta D\,e$ to first order, the error of $\ln\nu$ is also of order $h^2$. In the metal cell, $h=0.004$ nm and $0.002$ nm shift $\ln\nu$ by $1.00\times10^{-3}$ and $2.54\times10^{-4}$ relative to the result at $h=10^{-4}$ nm. Their ratio is 3.95, close to the expected 4. The step cannot shrink without limit, since noise in $g$ is divided by $h$. For the analytic forces of this model the limit is remote: the error of $\ln\nu$ is of order $10^{-9}$ at $h=10^{-7}$ nm and $10^{-6}$ to $10^{-5}$ at $10^{-10}$ nm, its size and sign depending on the order of the arithmetic. Forces from an iterative electronic-structure calculation are noisier and set the limit at a larger $h$. The energy model must also be smooth: a kink in the forces at a cutoff radius would spoil the expansion for pairs lying within $h$ of it.

## The scheme

1. Converge the minimum and the saddle until the forces vanish to high accuracy.
2. Build both Hessians by central differences with the same $h$, symmetrize and mass-weight them.
3. Project with $P$, add $\mu TT^{\mathsf T}$, and take the log-determinants less $3\ln\mu$.
4. Diagonalize, demand zero and one negative eigenvalues, and read off $\lambda_-$.
5. Evaluate $\ln(2\pi\nu)=\tfrac12\left[\ln\det{}'D_{\rm min}-\ln|\det{}'D_{\rm sad}|+\ln|\lambda_-|\right]$.

## A vacancy hop in a copper-like metal

The example is a vacancy in a face-centred cubic metal at 400 °C, a temperature that copper interconnects can meet during manufacture. The energy is a second-moment tight-binding model,

$$U=\sum_i\Big[A\sum_{j\ne i}e^{-p(r_{ij}/r_0-1)}c(r_{ij})-\xi\Big(\sum_{j\ne i}e^{-2q(r_{ij}/r_0-1)}c(r_{ij})\Big)^{1/2}\Big],$$

with $p=11$, $q=2.3$, lattice constant $a=0.36$ nm and neighbour distance $r_0=a/\sqrt2=0.2546$ nm. The cutoff $c$ falls from 1 to 0 between 0.38 and 0.52 nm as $1-35t^4+84t^5-70t^6+20t^7$, where $t$ runs from 0 to 1. A cohesive energy of 3.5 eV and zero pressure in the static lattice fix $A=0.0909$ eV and $\xi=1.255$ eV. All masses are 63.5 u.

The cell has 107 atoms and an edge of 1.08 nm, held fixed. Newton iteration finds the minimum from the unrelaxed vacancy and the saddle from the configuration with the hopping atom halfway. Descent from the saddle on either side ends in the two neighbouring vacancy positions. The hopping atom's two end positions are 0.2465 nm apart, less than $r_0$. Part of the difference arises because the descent keeps the centre of mass fixed: while the atom hops one way, the rest of the lattice shifts the other way by $r_0/107=0.0024$ nm. The remaining 0.0057 nm is shared equally by the symmetry of the hop, so the atom leans towards the vacancy by about 0.003 nm at each end.

The barrier is 0.740 eV. With eigenvalues in eV/(nm² u), the log-determinants are 744.413 and 743.518, and $\lambda_-=-3.047$. The square root of this unit is $9.823\times10^{12}$ s⁻¹, so the unstable mode has $\sqrt{|\lambda_-|}/2\pi=2.73$ THz. Then

$$\nu=2.729\ {\rm THz}\times e^{(744.413-743.518)/2}=2.729\times1.564=4.27\ {\rm THz}.$$

The exponential is the ratio of the products of all internal frequencies at the two points, the unstable one entering by its size. Taking the unstable frequency alone as the prefactor would miss this factor.

At $kT=0.0580$ eV the hop rate to one neighbour is

$$\Gamma=4.27\times10^{12}\,e^{-0.7399/0.05801}=1.23\times10^7\ {\rm s^{-1}} .$$

The vacancy makes uncorrelated jumps to 12 neighbours, each of squared length $a^2/2$, so

$$D_v=\tfrac16\cdot12\,\Gamma\cdot\tfrac{a^2}{2}=a^2\Gamma=1.6\times10^{-8}\ {\rm cm^2/s}.$$

Changing the hopping atom from 65 to 63 u raises $\nu$ by the factor 1.0152; a lone atom would give $\sqrt{65/63}=1.0157$. The ratio of the two excesses is 0.96, so about 96% of the squared unstable mode sits on the hopping atom.

## What the harmonic number leaves out

**Cell size.** A 255-atom cell gives 0.7396 eV and 4.34 THz, which raises the rate by 2%; a 499-atom cell gives 0.7393 eV and 4.35 THz, 3% above the 107-atom rate.

**Thermal expansion.** With the cutoff used here this is the largest of the physical corrections evaluated; its size depends strongly on the cutoff, as the last section shows. Let $K$ be the second derivative of the energy per atom with respect to linear strain $\varepsilon$. Minimizing the harmonic free energy $\tfrac12NK\varepsilon^2+\tfrac12kT\ln\det{}'D_{\rm min}(\varepsilon)$ gives

$$\varepsilon=-\frac{kT}{2NK}\frac{d\ln\det{}'D_{\rm min}}{d\varepsilon},$$

which is 1.33% at 400 °C when the derivative is taken over the first 1% of strain. This is a linearized value: $K$ softens and the derivative grows as the lattice widens, and minimizing the full static energy plus the vibrational term gives about 1.6% for the perfect lattice. A cell widened by 1% has a barrier of 0.668 eV and a prefactor of 3.71 THz. Scaling both changes linearly,

$$\ln\frac{\Gamma'}{\Gamma}=1.33\left[\ln\frac{3.714}{4.269}+\frac{0.7399-0.6682}{0.05801}\right]=1.46 ,$$

a factor of 4.3 (about 5.5 at 1.6% strain). The barrier part alone gives $e^{1.64}=5.2$. Since $\varepsilon\propto T$ in this approximation, the barrier falls linearly with $T$, and its fall divided by $kT$ is a constant. With $\nu$ held at its static value, an Arrhenius plot at constant pressure would absorb that constant into its prefactor, which becomes about 22 THz, while its slope keeps the static barrier. The strain also lowers $\ln\nu$, by 0.19 at 400 °C and in proportion to $T$. A tangent to the plot at that temperature counts this fall twice, once in its height and once in its slope, and extrapolates to about 15 THz. That figure holds only for strictly linear laws: the curvature of barrier and prefactor in strain lowers it to about 13 THz, and the faster-than-linear growth of $\varepsilon(T)$ in the full minimization raises it to about 23 THz. A prefactor computed at fixed volume should not be set directly against one fitted at constant pressure.

**Anharmonicity at fixed volume.** Let $U_a$ be the energy beyond the quadratic part, split into parts even and odd under reversal of the displacement. Expanding $-kT\ln\langle e^{-U_a/kT}\rangle$ over harmonic displacements gives

$$A_a=\langle U_{\rm even}\rangle-\frac{\langle U_{\rm odd}^2\rangle}{2kT},\qquad \ln\frac{\Gamma}{\Gamma_{\rm harm}}=-\frac{A_a^{\rm sad}-A_a^{\rm min}}{kT}.$$

The saddle average stays in the dividing plane. Displacements grow as $\sqrt T$, so quartic energies and squared cubic energies over $kT$ both scale as $T^2$, and the correction to $\ln\Gamma$ is linear in $T$. For the ring, sampling gives a slope of $-0.092\pm0.003$ per unit $kT$, against $-0.097$ from quadrature. For the metal, 2500 random displacements and their reversals at 50 K, scaled to 400 °C, give $0.10\pm0.09$. The sampling noise is as large as the result; evaluating the same averages from the third and fourth derivatives of $U$ gives 0.11, a rise of about 12% in the rate. Higher orders at 400 °C are not covered. They need not be small: the fourth neighbours lie 0.011 nm inside the end of the cutoff, where the fourth derivative jumps, and their distance fluctuates by 0.004 nm at 50 K but 0.014 nm at 400 °C.

**Quantum motion.** With $u=\hbar\omega/kT$, each real mode's quantum partition function is its classical one times $(u/2)/\sinh(u/2)$, and a parabolic barrier transmits $(u_-/2)/\sin(u_-/2)$ times the classical flux. For small $u$ the logarithms of these factors reduce to $-u^2/24$ and $+u_-^2/24$. The modes of the minimum enter the rate with the opposite sign, since their partition function stands in the denominator. Because $\lambda_-=-\omega_-^2$, they combine to

$$\ln\frac{\Gamma_{\rm q}}{\Gamma}\approx\frac{1}{24}\left(\frac{\hbar}{kT}\right)^2\left({\rm tr}\,D_{\rm min}-{\rm tr}\,D_{\rm sad}\right),$$

the traces being over internal modes. The full expression lowers the rate by 1.7%; tunnelling alone raises it by 0.2%. The saddle has the larger trace although its determinant is smaller in magnitude. The parabolic formula diverges at $u_-=2\pi$, which for 2.73 THz is near 21 K; there the scheme fails altogether. The classical rate is inaccurate well above that temperature, mainly through the real modes: the full quantum factor is 0.92 at 300 K, 0.74 at 150 K and 0.55 at 100 K.

**Recrossing.** Some trajectories cross the plane and return. This lowers the classical rate through the given plane and is not sized here.

## Beside real copper

The inputs are rough values for copper. The model's bulk modulus of 151 GPa is slightly above copper's roughly 140 GPa, its barrier is near the roughly 0.7 eV accepted for vacancy migration, and its expansion exceeds copper's roughly 1% over this range. The agreement depends on the cutoff: with $A$ and $\xi$ refitted, a ramp from 0.38 to 0.43 nm gives 0.59 eV, 3.9 THz and 139 GPa, and one from 0.52 to 0.66 nm gives 0.72 eV, 4.6 THz and 145 GPa. The effect of thermal expansion on the rate is more sensitive still. All three ramps expand by about 1.3%, yet the linear estimate that gave a factor of 4.3 gives 3.0 for the long ramp (255-atom cell) and 0.9 for the short one, where the fall of the prefactor cancels that of the barrier. The model does not fix this factor for copper. A barrier error of 0.1 eV changes the rate by a factor of 5.6 at 400 °C, about as much as thermal expansion with the original cutoff and far more than the other corrections evaluated above. $D_v$ describes a vacancy already present. Atoms move more slowly by about the vacancy fraction, which for a formation energy of roughly 1.3 eV is of order $10^{-10}$ without formation entropy. In the 107-atom cell the model gives 1.21 eV and a harmonic formation entropy of about $3k$, which alone multiplies the fraction by about 20. Both values belong to the static lattice constant. At the 1.6% expansion of 400 °C the model gives 1.31 eV and $2.9k$, so the fraction is about 7 times lower than the static values suggest, near $3\times10^{-9}$. With this cutoff that fall offsets the gain of about 5.5 that expansion brings to the hop rate. Real interconnect lines also break the assumption of a perfect surrounding crystal: grain boundaries and interfaces offer other paths, each needing its own minimum, saddle and prefactor.
